\section*{Can misfit strain energy explain selective etching of silicon-germanium?}

\section*{Problem}

A layer of Si$_{1-x}$Ge$_x$ with $x=0.30$ is grown on (001) silicon, without dislocations, so that its in-plane lattice spacing is that of silicon. An etchant is required to remove it a hundred times faster than silicon. The layer stores elastic energy, and silicon does not.

\begin{enumerate}
\item Estimate the stored energy per atom, measured from the relaxed alloy.
\item Suppose that this energy acts as a thermodynamic driving force, and that the two solids are otherwise chemically identical. By what factor can it raise the removal rate at 300 K?
\item What would have to be different for the factor to reach 100?
\end{enumerate}

Use these rough typical constants: lattice constants 0.5431 nm for Si and 0.5658 nm for Ge; $C_{11}=166$ GPa and $C_{12}=64$ GPa for Si; $C_{11}=129$ GPa and $C_{12}=48$ GPa for Ge. Interpolate linearly in $x$. Take the free energy released on dissolving an atom of unstrained solid to be $A=1$ eV.

\section*{Solution}

\subsection*{The stored energy}

Linear interpolation of the lattice constant (Vegard's rule) gives
\begin{equation}
a=0.7(0.5431)+0.3(0.5658)=0.5499\ \text{nm}.
\end{equation}
Strain is measured from the relaxed alloy, and tension is positive. Both in-plane strains are therefore
\begin{equation}
e=\frac{a_{\rm Si}}{a}-1=-0.01238 .
\end{equation}
The layer is compressed by 1.24 percent in its plane.

Let $z$ be the film normal. The top surface is free, so the normal stress vanishes in a uniform film:
\begin{equation}
\sigma_z=C_{11}e_z+2C_{12}e=0
\quad\Longrightarrow\quad
e_z=-\frac{2C_{12}}{C_{11}}\,e .
\end{equation}
With the interpolated constants $C_{11}=154.9$ GPa and $C_{12}=59.2$ GPa, $e_z=+0.95$ percent: the film swells along its normal. The in-plane stress is
\begin{align}
\sigma&=C_{11}e+C_{12}e+C_{12}e_z \nonumber\\
&=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e\equiv Me .
\end{align}
Here $M=168.8$ GPa and $\sigma=-2.09$ GPa. In linear elasticity the energy density is half the sum of stress times strain. The two in-plane directions contribute equally and the normal one contributes nothing, so
\begin{equation}
u=\tfrac12(\sigma e+\sigma e+0)=Me^2=25.9\ \text{MJ/m}^3 .
\end{equation}
The cubic cell holds eight atoms, so the volume per atom is $\Omega=a^3/8=0.02079$ nm$^3$, and the energy per atom is
\begin{align}
w&=Me^2\Omega \nonumber\\
&=(25.9\times10^{6}\ \text{J/m}^3)(2.079\times10^{-29}\ \text{m}^3)\nonumber\\
&=5.38\times10^{-22}\ \text{J}=3.36\ \text{meV}.
\label{eq:w}
\end{align}
This answers the first question: about 3 meV per atom. At 300 K the thermal energy $k_BT$ is 25.85 meV, so $w/k_BT=0.130$.

\subsection*{Why this energy is a driving force}

Remove a uniform layer of $\Delta N$ atoms from the top of the film. The thick substrate still holds the rest at the same in-plane strain, so the elastic energy falls by $w\,\Delta N$. The strained solid therefore has a chemical potential higher than that of the relaxed solid by $w$ per atom, on average over the removed layer. The sign favours dissolution. It would do so for a stretched film too, because $w$ depends on $e^2$.

A chemical potential alone does not give a rate. We need to know how much of $w$ has been released when the system reaches a transition state.

\subsection*{The largest possible change of rate}

Let an atom pass from the solid to the solution through $m$ intermediate states in series. Write $\beta=1/k_BT$. The free energies of the states are $G_0,\dots,G_{m+1}$, and $T_i$ is the free energy of the transition state between $i$ and $i+1$, on the same scale. At the two ends,
\begin{equation}
G_0=w,\qquad G_{m+1}=-A .
\end{equation}
Unstrained solid has $w=0$. The number of removable surface sites is held fixed in the comparison, and the intermediates are dilute, so that they do not block one another. Let $p_i$ be the population of state $i$ relative to its standard state, with $p_0=p_{m+1}=1$. With a common prefactor $\nu$, the net flux through step $i$ is
\begin{align}
J&=\nu e^{\beta(G_i-T_i)}p_i-\nu e^{\beta(G_{i+1}-T_i)}p_{i+1}\nonumber\\
&=\nu e^{-\beta T_i}(b_i-b_{i+1}),
\qquad b_i=p_ie^{\beta G_i}.
\end{align}
In the steady state $J$ is the same for every step. Multiply by $e^{\beta T_i}$ and add the steps from $i=0$ to $m$. The differences on the right telescope:
\begin{equation}
J\sum_{i=0}^{m}e^{\beta T_i}=\nu(b_0-b_{m+1})
=\nu\left(e^{\beta w}-e^{-\beta A}\right).
\label{eq:flux}
\end{equation}
The energies of the intermediates have dropped out, so any strain energy they retain has no effect on the flux.

Strain may also raise the transition states. Suppose that transition state $i$ still carries a fraction $f_i$ of the energy $w$, with $0\le f_i\le1$. This is what it means here for the stored energy to act as a driving force alone: the energy is released on the way out, early or late, and strain does nothing else. Replace $T_i$ by $T_i+f_iw$ in (\ref{eq:flux}) and divide by the unstrained flux. The rate ratio is
\begin{equation}
S=\frac{e^{\beta w}-e^{-\beta A}}{1-e^{-\beta A}}\;
\frac{\sum_i e^{\beta T_i}}{\sum_i e^{\beta(T_i+f_iw)}} .
\label{eq:S}
\end{equation}
Because $f_iw\ge0$, the second factor is at most 1. Hence, for $A>0$,
\begin{equation}
S\le\frac{e^{\beta w}-e^{-\beta A}}{1-e^{-\beta A}}
=1+\frac{e^{\beta w}-1}{1-e^{-\beta A}} .
\label{eq:bound}
\end{equation}
Equality holds when every $f_i=0$, that is, when all the strain energy has been released before the first transition state.

The opposite limit is $f_i=1$ for all $i$. The second factor in (\ref{eq:S}) is then $e^{-\beta w}$, its smallest value, and
\begin{equation}
S=\frac{1-e^{-\beta(A+w)}}{1-e^{-\beta A}}\ge1 .
\end{equation}
In this model the driving force never slows removal. If it is released late and $A\gg k_BT$, however, it hardly speeds removal either.

The bound was tested by solving the rate equations for 200 random chains with four intermediates, $A$ between 0.01 and 10 $k_BT$, and $\beta w$ equal to 0.130 or 1.5. With every $f_i=0$ the flux ratio equalled (\ref{eq:bound}) to one part in $10^7$; with random $f_i$ it lay between 1 and the bound.

For the example, $A=1$ eV is about 39 $k_BT$. The term $e^{-\beta A}$ is negligible, and
\begin{equation}
S\le e^{\beta w}=e^{0.130}=1.14 .
\end{equation}
This answers the second question. The stored energy can raise the rate by at most 14 percent. A larger affinity would not change this figure, since $e^{-\beta A}$ is already negligible.

\subsection*{What a factor of 100 would need}

Far from equilibrium, the energy released before the transition state would have to be at least
\begin{equation}
k_BT\ln100=(25.85\ \text{meV})(4.605)=119\ \text{meV},
\end{equation}
which is 35.4 times $w$. There are four ways in which one might try to close this gap.

\paragraph{Many atoms at once.} If $n$ atoms left together in one barrier crossing, and all their strain energy were released before its transition state, $w$ would be replaced by $nw$. At least 36 atoms would be needed. Removing 36 atoms one after another does not help if each removal is downhill in free energy by several $k_BT$ or more, because each then gains only its own $w$. If the removals are almost level and reversible and a slow step follows them, part of the gain accumulates, but 36 nearly level steps give a ratio of only about 4.5. It can help if the first removals are uphill, as when a pit must nucleate on a flat terrace: the strain energies released then add up until the pit reaches its critical size. If the edge energy of a pit grows as the square root of its number of atoms, a critical size of $n$ atoms means a nucleation barrier of $nA$. For $n=36$ and $A=1$ eV this is 36 eV, which is out of reach. Moreover, the factor of 100 would apply to the nucleation rate; when many pits spread and merge in each layer, the removal rate goes roughly as its cube root, a gain of about 5.

\paragraph{Stress concentration.} If a notch multiplied every local stress component by $K$, linear elasticity would multiply the local energy by $K^2$. Then
\begin{equation}
K=\sqrt{35.4}=5.95 .
\end{equation}
A flat film has no such concentration. At a sharp defect it may be possible locally, although the stress would be about 12 GPa and the strain 7 percent, where linear elasticity is only rough. Even then, it would not give a hundredfold rate over the whole exposed surface.

\paragraph{Nearness to equilibrium.} Set the right side of (\ref{eq:bound}) equal to 100:
\begin{align}
1-e^{-\beta A}&=\frac{e^{\beta w}-1}{99},\nonumber\\
A&=-k_BT\ln\left(1-\frac{e^{\beta w}-1}{99}\right)=0.036\ \text{meV}.
\end{align}
A small driving force can thus produce a large ratio, but by making the denominator small: unstrained solid would almost have stopped dissolving. Its net rate would be about 0.14 percent of its one-way dissolution rate. At $A=0$ it stops altogether while the strained solid still dissolves, and the ratio diverges. The statement that strain energy cannot give high selectivity therefore needs a condition. For a fixed number of removable sites, $A$ must not be far below $k_BT$, and an affinity of 1 eV satisfies this by a wide margin. If pits must first nucleate, $A$ must also be large enough to keep the critical pit down to a few atoms.

\paragraph{A direct effect of stress on the barrier.} A transition state may need more or less room in the plane than the initial state. To first order in stress, its free energy then changes by $\sigma v$, where $v$ is an activation volume, counted here as positive if the transition state needs less room. If $v>0$, compression ($\sigma<0$) lowers the barrier. When all transition states shift equally, (\ref{eq:flux}) becomes
\begin{equation}
J=\frac{\nu\left(e^{\beta w}-e^{-\beta A}\right)}{\sum_i e^{\beta T_i}}\;e^{-\beta\sigma v}.
\end{equation}
The flux still vanishes at $A=-w$. The equilibrium point, and hence the driving force, is unaffected, while the forward and backward rates change together. Neglecting the small factor from $w$, a ratio of 100 needs
\begin{equation}
v=\frac{k_BT\ln100}{|\sigma|}
=\frac{0.1191\ \text{eV}}{2.091\ \text{GPa}}
=0.0091\ \text{nm}^3=0.44\,\Omega .
\end{equation}
This is less than one atomic volume, so an energy estimate cannot rule it out. The reason lies in the order in strain. Since $w=|\sigma e|\Omega$,
\begin{equation}
\frac{|\sigma| v}{w}=\frac{v/\Omega}{|e|}=\frac{0.44}{0.0124}\approx35 .
\end{equation}
The barrier shift is of first order in strain, the stored energy of second order. With $|e|$ near one percent, a modest activation volume outweighs the whole driving force. Whether $v$ has this size, or even this sign, for a given etchant must come from a study of its transition states.

The two effects differ in symmetry. Reversing the stress at fixed composition turns the factor $e^{-\beta\sigma v}$ into its inverse, whereas $e^{\beta w}$ stays the same to leading order in strain.

\subsection*{Other cases}

At an etched sidewall the layer can also expand sideways. Consider the limit of full relaxation at a wall whose normal is the cube axis $x$. Only the strain along $y$ is still imposed, and $\sigma_x=\sigma_z=0$. By symmetry $e_x=e_z=e_t$, so
\begin{align}
0&=C_{12}e+(C_{11}+C_{12})e_t,
\qquad e_t=-\frac{C_{12}}{C_{11}+C_{12}}\,e,\\
\sigma_y&=C_{11}e+2C_{12}e_t
=\left(C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}}\right)e .
\end{align}
The energy density is now $\tfrac12\sigma_ye$, and the energy per atom falls to 1.2 meV. Transistor sidewalls often have a $\langle110\rangle$ normal instead. The alloy is stiffer along such a wall, and with typical shear constants ($C_{44}$ about 80 GPa for Si and 67 GPa for Ge) the value is about 1.6 meV, for a largest ratio of 1.06. The local driving force is thus weaker at those points of the wall that are fully relaxed. This does not hold for the whole etch front: when a long recess advances steadily, the relaxed zone moves with it, and the total elastic energy still falls by $w$ per atom removed. The local energy averaged over a flat front therefore equals $w$. For a deep recess between thick silicon layers, plane-strain elasticity gives close to $w$ at the middle of the front, no less than about $0.8\,w$ anywhere on it, and more than $w$ at the corners. The fully relaxed values are lower limits that such a front does not reach.

The table gives this and other cases. Each rate ratio is the largest one far from equilibrium, $\exp(\text{energy}/k_BT)$.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & Energy (meV/atom) & Largest ratio\\
\hline
Flat film, 300 K & 3.4 & 1.14\\
Flat film, 340 K & 3.4 & 1.12\\
Relaxed cube-axis sidewall, 300 K & 1.2 & 1.05\\
With internal alloy strain, 300 K & 6.5 & 1.28\\
Coherent pure Ge, 300 K & 32 & 3.5\\
Needed for 100, 300 K & 119 & 100\\
\hline
\end{tabular}
\end{center}

The 340 K row keeps $w$ fixed. Warming the bath reduces the ratio because the same energy is compared with a larger $k_BT$. The pure germanium row is a limiting case: at four percent compression linear elasticity is rough (typical third-order elastic constants raise the energy to about 35 meV and the ratio to about 3.9), and a film of useful thickness would be expected to form dislocations or islands. Even so, the full misfit between the two elements falls far short of the requirement.

The fourth row concerns an energy that $w$ leaves out. Si--Si, Si--Ge and Ge--Ge bonds prefer different lengths, so a random alloy is strained internally even when the film as a whole is relaxed. To size this energy, the Keating model was used, in which springs resist the stretching and bending of bonds. Its force constants follow from the same $C_{11}$, $C_{12}$ and lattice constants. Three random 1000-atom alloys were relaxed, and then relaxed again with the in-plane lattice held to that of silicon.

The internal energy is about 3.4 meV per atom, as large as the coherency energy. This mean value shifts by up to about 0.2 meV with the size of the random cell and the form chosen for the springs, and single random samples differ from one another by about 0.2 meV for 1000 atoms and by about 0.5 meV for cells of a few hundred atoms. It is present in relaxed alloy too, so the ratio 1.28 compares the coherent alloy with a hypothetical solid free of both kinds of strain. It is also an average over atoms; the energy released by one particular Ge atom may differ from it, and that spread was not calculated.

The same model gives a coherency energy of 3.05 meV, 9 percent below (\ref{eq:w}). The fourth row of the table is the sum of these two model energies. Most of the difference comes from the lattice constant. The model alloy relaxes to 0.5496 nm instead of 0.5499 nm, and putting the smaller value into the continuum formula already gives 3.09 meV. A small change in lattice constant matters because $e$ is a small difference between two lattice constants, and it enters squared. The model coherency energy itself moves by about 0.1 meV with the form chosen for the springs. The measured lattice constant of the real alloy lies further below Vegard's rule, near 0.5493 nm at $x=0.30$, which gives $w\approx2.8$ meV and a largest ratio of 1.11. The estimate is best quoted as 3 meV.

\subsection*{Comparison with a real process}

Silicon-germanium with roughly 20 to 35 percent Ge serves as a sacrificial layer between silicon sheets in gate-all-around transistors, so the composition here is typical. The layer stays coherent only while it is thin: the equilibrium critical thickness at $x=0.30$ is roughly 7 nm, and thicker coherent layers are metastable. Some wet etchants for it combine an oxidant with a fluoride. Oxidation of silicon releases several eV per atom, so the chosen 1 eV is low, but raising it leaves the bound at 1.14.

The assumption that fails most plainly is chemical identity. Silicon and germanium differ in bond strength, in their rates of oxidation and in the solubility of their oxides. A difference of 0.12 eV in an effective barrier gives a factor of 100 at 300 K, and this is only about one twentieth of a bond energy of roughly 2 eV. Chemistry can therefore supply the missing factor easily, although this estimate does not identify the responsible step. Real surfaces are also covered with oxide or other adsorbed species, so the intermediates need not be dilute. The bound (\ref{eq:bound}) was not derived for that case.

A direct experiment would etch coherent and relaxed films of the same composition in the same bath, with equal surface quality. If the driving force were the whole effect of strain, and the conditions of the model held, their rates would differ by no more than about 14 percent. A much larger difference would point to a direct effect of stress on the barriers, to defects in the relaxed film, or to a failure of the model's other assumptions. The values behind these estimates are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Si, Ge lattice constants: 0.5431, 0.5658 nm
Si C11, C12: 166, 64 GPa
Ge C11, C12: 129, 48 GPa
Ge fraction: 0.30
temperature: 300 K; kT: 25.85 meV
alloy C11, C12: 154.9, 59.2 GPa
alloy lattice constant (Vegard): 0.54991 nm
in-plane strain: -1.238 percent
normal strain: 0.947 percent
biaxial modulus: 168.8 GPa
in-plane stress: -2.091 GPa
energy density: 25.89 MJ/m3
volume per atom: 0.02079 nm3
coherency energy w: 3.360 meV/atom
coherency energy w: 5.383e-22 J/atom
w/kT: 0.1300
chosen affinity: 1.00 eV/atom
largest rate ratio from w: 1.1388
energy needed for ratio 100: 119.1 meV
needed energy / w (atoms released together): 35.4
stress concentration needed: 5.95
affinity at which w gives 100: 0.0363 meV
activation volume needed: 0.00912 nm3
same, in atomic volumes: 0.439
Si bond-model biaxial modulus: 180.65 GPa
Si formula biaxial modulus: 180.65 GPa
Si bond-model normal/in-plane strain: -0.7711
Si formula normal/in-plane strain: -0.7711
Si bond-model edge modulus: 130.38 GPa
Si formula edge modulus: 130.38 GPa
bond-model alloy: 1000 atoms, 3 random samples
bond-model alloy lattice constant: 0.54963 nm
bond-model coherency energy: 3.047 meV/atom
sample spread (max-min): 0.044 meV/atom
formula at bond-model lattice: 3.091 meV/atom
bond-model energy / Vegard estimate: 0.907
internal alloy strain energy: 3.403 meV/atom
coherency + internal energy: 6.450 meV/atom
rate ratio from that sum: 1.283
energy at relaxed sidewall: 1.215 meV/atom
rate ratio at relaxed sidewall: 1.0481
rate ratio from w at 340 K: 1.1215
coherent pure Ge energy: 32.14 meV/atom
rate ratio for coherent pure Ge: 3.47
\end{verbatim}
